\section*{Why a periodic magnet's dipolar field depends on summation order}

\section{One magnetic layer, two switching fields}

A model memory layer with magnetization $M=1000$ kA/m and a perpendicular easy axis reverses coherently in a field of 373 mT if the dipolar field is summed over a slab. If the layer is treated as bulk material filling a periodic cell, and the same dipoles are summed over growing spheres, the answer is 1630 mT. The difference, 1257 mT, equals $\mu_0M$. Larger spheres do not remove it: both sums have converged, to different limits.

Let identical point moments $\mathbf m$ occupy a lattice with cell volume $V$, so that $\mathbf M=\mathbf m/V$. I use SI units, with $\mathbf H$ in A/m. The potential of a moment along $z$ is $\varphi=mz/(4\pi r^3)$, and therefore
\begin{equation}
H_z=-\frac{\partial\varphi}{\partial z}
=-\frac{m}{4\pi}\left(\frac1{r^3}-\frac{3z^2}{r^5}\right)
=\frac{m(3z^2-r^2)}{4\pi r^5}. \label{dip}
\end{equation}
The field at a site is the sum of \eqref{dip} over all other sites.

Far from the field point the sum over sites may be replaced by $\int d^3r/V$. With $u=z/r$, the absolute values in a shell of thickness $dr$ add up to
\begin{equation}
\frac{M}{4\pi}\,\frac{dr}{r}\,2\pi\int_{-1}^{1}|3u^2-1|\,du
=\frac{4}{3\sqrt3}\,M\,\frac{dr}{r}.
\end{equation}
The integral over $u$ is $8/(3\sqrt3)$, because each of the four pieces between $0,\pm1/\sqrt3,\pm1$ contributes $2/(3\sqrt3)$. The absolute sum thus grows as $\ln R$. Doubling the radius should add $0.5336M$; a direct sum on a tetragonal lattice with $c/a=1.3$, from $R=20a$ to $40a$, adds $0.5339M$. A finite result therefore rests on cancellation between signs, and the order of summation decides which terms cancel. In a spherical shell the cancellation is complete in the continuum limit, since $\int_{-1}^1(3u^2-1)\,du=0$.

\section{A stack of planes}

Divide the lattice into planes perpendicular to $z$, with spacing $c$ and area $A$ per site, so that $V=Ac$. All moments point along $z$. Consider the sites of one plane, at height $z$ from the field point, that lie farther than $P$ from the axis. If they are all distant, their field is
\begin{equation}
\frac{m}{A}\int_P^\infty\frac{2z^2-\rho^2}{4\pi(\rho^2+z^2)^{5/2}}\,2\pi\rho\,d\rho .
\end{equation}
The integrand is a total derivative:
\begin{equation}
\frac{d}{d\rho}\frac{\rho^2}{(\rho^2+z^2)^{3/2}}
=\frac{2\rho(\rho^2+z^2)-3\rho^3}{(\rho^2+z^2)^{5/2}}
=\frac{\rho(2z^2-\rho^2)}{(\rho^2+z^2)^{5/2}} .
\end{equation}
The function being differentiated vanishes at infinity, so the outer part of the plane gives
\begin{equation}
h(P,z)=-\frac{m}{2A}\,\frac{P^2}{(P^2+z^2)^{3/2}} . \label{tail}
\end{equation}
For $P=0$ and $z\neq0$ this is zero: a complete, uniform plane has no average field outside itself. Its discreteness leaves a ripple. Each Fourier component of the potential with in-plane wavevector $\mathbf G\ne0$ obeys Laplace's equation and decays as $e^{-G|z|}$. Summing complete planes first therefore gives a result settled by a few neighbouring planes.

Now cut the stack with a sphere of radius $R$. In the plane at height $z$ the sphere keeps a disc with $P^2=R^2-z^2$, and by \eqref{tail} the discarded part would have contributed $-(m/2A)(R^2-z^2)/R^3$. Planes with $|z|>R$ are discarded whole and would have contributed nothing on average. The number of planes in $dz$ is $dz/c$, and $m/(Ac)=M$, so
\begin{equation}
H_{\rm slab}-H_{\rm sphere}
=-\frac M2\int_{-R}^{R}\frac{R^2-z^2}{R^3}\,dz
=-\frac M2\left(2-\frac23\right)=-\frac23M. \label{twothirds}
\end{equation}
This is the mechanism in its simplest form. The part missing from each plane shrinks as $1/R$, but the number of cut planes grows as $R$, and the product stays fixed.

On the tetragonal lattice the direct slab sum is $-0.9248M$ and the sphere of radius $40a$ gives $-0.2581M$. Their difference is $-0.6667M$. The same difference appears at an interstitial point. Moving the field point by a fixed distance changes each far term by an amount of order $r^{-4}$, whose sum over the distant region vanishes as that region recedes. The two orders thus differ by a uniform field.

\section{Any shape}

Write \eqref{dip} for a general moment as $H_i=K_{ij}m_j$, with repeated indices summed and
\begin{equation}
K_{ij}=\frac{3r_ir_j-r^2\delta_{ij}}{4\pi r^5}
=\partial_i\partial_j\frac1{4\pi r}\qquad(r\neq0).
\end{equation}
Sum over cells in $\lambda\Omega$, where $\Omega$ is a fixed region with a piecewise smooth boundary and the field point well inside, and let $\lambda\to\infty$.

For spheres the limit exists. The sum over cells between $R$ and $2R$ equals a vanishing integral plus errors of order $1/R$: the kernel varies across a cell by an amount of order $R^{-4}$ in about $R^3$ cells, and about $R^2$ boundary cells carry terms of order $R^{-3}$. Over successive doublings these errors form a convergent geometric series. Call the limit $(\Lambda_{ij}-\tfrac13\delta_{ij})M_j$, which defines $\Lambda$. Since $K_{ii}=0$, the trace of $\Lambda$ is 1; at a site of cubic symmetry $\Lambda_{ij}=\delta_{ij}/3$.

For another shape, add the cells between an inscribed sphere $\lambda B$ and the surface of $\lambda\Omega$. All of them are distant, so their sum tends to $M_j\int K_{ij}\,d^3r$. Under $\mathbf r\to\lambda\mathbf r$ the kernel falls as $\lambda^{-3}$ and the volume element grows as $\lambda^3$, so the integral does not depend on $\lambda$. By the divergence theorem, with $\partial_j(1/4\pi r)=-r_j/(4\pi r^3)$ and $\mathbf n$ the outward normal of each closed surface,
\begin{equation}
\int_{\Omega\setminus B}K_{ij}\,d^3r=-N^\Omega_{ij}+N^B_{ij},\qquad
N^\Omega_{ij}=\frac1{4\pi}\oint_{\partial\Omega}\frac{n_ir_j}{r^3}\,dS. \label{N}
\end{equation}
For the sphere, $N^B_{ij}$ is the angular average of $n_in_j$, which is $\delta_{ij}/3$. Adding the two parts gives
\begin{equation}
\mathbf H_{\rm site}=(\Lambda-N^\Omega)\,\mathbf M. \label{main}
\end{equation}
Equation \eqref{N} describes the field of surface poles of density $\mathbf M\cdot\mathbf n$. Moving the surface outwards weakens each pole's field as $1/r^2$ and enlarges the area as $r^2$, so the poles never drop out. The trace of $N^\Omega$ is the total solid angle divided by $4\pi$, which is 1.

A cylinder of radius $R$ and half-height $h$ connects the main cases. For $N_{zz}$ only the two caps count, because $n_z=0$ on the side:
\begin{equation}
N_{zz}=\frac{2}{4\pi}\int_0^R\frac{h\,2\pi\rho\,d\rho}{(\rho^2+h^2)^{3/2}}
=1-\frac{h}{\sqrt{R^2+h^2}} . \label{cyl}
\end{equation}
A long column has $N_{zz}\to0$ and a slab has $N_{zz}\to1$. By the trace and axial symmetry, the slab's in-plane factors vanish. For $R/h=0.25$, 1 and 4, lattice sums give $N_{zz}=0.0303$, 0.2930 and 0.7575, against 0.0299, 0.2929 and 0.7575 from \eqref{cyl}.

The scale invariance can also be seen directly. For $R/h=4$, the cells outside the inscribed sphere should contribute $(1/3-0.7575)M=-0.4241M$ (from unrounded values). The lattice gives $-0.4264M$ at $h=11.05a$ and $-0.4239M$ at $h=21.45a$. The region has moved out by a factor of almost two without losing its effect.

\section{The macroscopic field}

The site field contains the lattice term $\Lambda\mathbf M$. The macroscopic field is the average of $\mathbf H=-\nabla\varphi$ over a cell $C$, including the field of the moment inside it. That field is singular, but the average can be defined through the potential on the cell surface:
\begin{equation}
\langle H_i\rangle=-\frac1V\oint_{\partial C}n_i\varphi\,dS
=-M_j\sum_{\mathbf s}\frac1{4\pi}\oint_{\partial C}
\frac{n_i(r-s)_j}{|\mathbf r-\mathbf s|^3}\,dS .
\end{equation}
Here $\mathbf s$ runs over the sites in the summation region, and $m_j/V=M_j$ was used. Put $\mathbf r'=\mathbf r-\mathbf s$. Each term becomes an integral of $n_ir'_j/r'^3$ over the surface of a cell displaced by $-\mathbf s$. The displaced cells fill a copy of the region inverted through the origin. On every shared face the integrand is the same and the normals are opposite, so interior faces cancel. The outer surface remains, and inversion does not change $N$, because $\mathbf n$ and $\mathbf r$ both reverse. As the region grows, the steps of its outer surface become negligible and
\begin{equation}
\langle\mathbf H\rangle=-N^\Omega\mathbf M. \label{macro}
\end{equation}

Spherical summation thus means $-\mathbf M/3$ for every direction of $\mathbf M$. Slab summation means $-\mathbf M$ for magnetization along the normal and zero for magnetization in the plane. Evaluated from surface potentials in the tetragonal cell, the average is $-0.3333M$ for a sphere of radius $30a$. For a flat cylinder with $R=60a$ and $h=5.85a$ it is $-0.9028M$, against $-0.9030M$ from \eqref{cyl}.

The planes show where the slab value comes from. Averaged laterally, the potential of one plane is
\begin{equation}
\bar\varphi(z)=\frac mA\int_0^\infty\frac{z\,2\pi\rho\,d\rho}{4\pi(\rho^2+z^2)^{3/2}}
=\frac{m}{2A}\,\mathrm{sgn}\,z .
\end{equation}
It is flat on both sides and jumps upwards by $m/A$ at the plane. One jump per spacing $c$ gives a mean slope $m/(Ac)=M$, and hence a mean field $-M$. The averaged field is confined to the planes themselves.

\section{The missing Fourier component}

Let the magnetization vary slowly with wavevector $\mathbf k$. Without free currents, $\nabla\times\mathbf H=0$ makes $\mathbf H_{\mathbf k}$ parallel to $\mathbf k$, and $\nabla\cdot(\mathbf H+\mathbf M)=0$ gives $\mathbf k\cdot\mathbf H_{\mathbf k}=-\mathbf k\cdot\mathbf M_{\mathbf k}$. Together,
\begin{equation}
\mathbf H_{\mathbf k}=-\frac{\mathbf k(\mathbf k\cdot\mathbf M_{\mathbf k})}{k^2}. \label{k}
\end{equation}
This has no unique value at $\mathbf k=0$. Approach along $\mathbf M$ gives $-\mathbf M$, the slab with perpendicular magnetization. Approach across $\mathbf M$ gives zero, the slab magnetized in its plane. The average over directions is $-\mathbf M\int_{-1}^1u^2\,du/2=-\mathbf M/3$, the sphere.

An Ewald sum splits the lattice sum into rapidly convergent parts in real and reciprocal space. With the $\mathbf k=0$ term dropped it has no macroscopic field and returns $\Lambda_{zz}=0.0752$ for the tetragonal lattice. Subtracting 1 gives the slab value $-0.9248$, and subtracting $1/3$ gives the sphere value $-0.2581$. Dropping the term is therefore itself a choice of boundary condition.

This matters when a film of thickness fraction $f$ is placed in a periodic cell with vacuum above and below. For perpendicular magnetization, continuity of $B_z$ requires $H_{\rm out}=H_{\rm in}+M$. The mean magnetization is $fM$, so by \eqref{macro} the mean field is $-NfM$:
\begin{equation}
fH_{\rm in}+(1-f)(H_{\rm in}+M)=-NfM
\;\Rightarrow\; H_{\rm in}=-(1-f)M-NfM .
\end{equation}
With $N=1$ the film has its correct field $-M$ at any $f$. With the zero mode dropped ($N=0$) the field is $-(1-f)M$, which is right only in the limit of much vacuum. A single film, periodic in two directions, has no such ambiguity, since $\int\rho\,d\rho/\rho^3$ converges at large $\rho$.

The ambiguity also disappears when the net moment of a cell is zero. Sublattice $i$ contributes $(\Lambda_i-N^\Omega)\mathbf M_i$, and the shape terms add to $-N^\Omega\sum_i\mathbf M_i=0$. For planes of alternating sign on the tetragonal lattice, the sphere gives $-0.9440$ and the slab $-0.9442$, in units of the magnetization of one plane's cells.

\section{What the choice does to a memory layer}

Take eleven bcc(001) atomic planes with $a=0.29$ nm, so that the thickness is $t=11\times0.145=1.595$ nm. An interface anisotropy of 1.3 mJ/m$^2$ gives $K_u=1.3/1.595$ in units of $10^6$ J/m$^3$, or 815 kJ/m$^3$. The disc diameter is 40 nm and the temperature 350 K.

Let $\theta$ be the angle between $\mathbf M$ and the normal, and apply an induction $B$ against the initial direction. The dipolar energy density is $-\tfrac12\mu_0\mathbf M\cdot\mathbf H$, where the factor one half avoids counting pairs twice. With $\mathbf H=-N\mathbf M$,
\begin{align}
e&=K_u\sin^2\theta+\tfrac12\mu_0M^2(N_z\cos^2\theta+N_x\sin^2\theta)+MB\cos\theta\nonumber\\
&=\text{const}+K_{\rm eff}\sin^2\theta+MB\cos\theta,\\
K_{\rm eff}&=K_u-\tfrac12\mu_0M^2(N_z-N_x).
\end{align}
The cubic lattice term is isotropic and adds a constant. The initial state becomes unstable when $e''(0)=2K_{\rm eff}-MB$ vanishes, so
\begin{equation}
B_{\rm sw}=\frac{2K_u}{M}-\mu_0M(N_z-N_x). \label{sw}
\end{equation}
At $B=0$ the coherent barrier is $K_{\rm eff}$ times the volume.

For the sphere $N_z=N_x$, and $B_{\rm sw}=2K_u/M=1630$ mT. The macroscopic field is $-333$ kA/m, or $-419$ mT as $\mu_0H$, but it follows $\mathbf M$ in every direction and cannot affect rotation. For the slab the field is $-1000$ kA/m, or $-1257$ mT, when $\mathbf M$ is perpendicular, and zero when it is in the plane. Equation \eqref{sw} gives $1630-1257=373$ mT. The barrier falls from 338 to 77 $k_BT$. The slab is the appropriate order here because the object is flat.

The laterally infinite slab is still an idealization. For a disc of radius $R$, the Fourier components of the two pole sheets give the volume-averaged factor
\begin{equation}
\bar N_z=\frac2t\int_0^\infty\frac{J_1^2(qR)}{q^2}\,(1-e^{-qt})\,dq=0.8957 .
\end{equation}
Here a sheet of poles $\sigma_q$ has the potential $\sigma_qe^{-q|z|}/(2q)$, a uniform disc has the transform $2\pi RJ_1(qR)/q$, and the mean field is the difference of the mean face potentials divided by $t$. Then $\bar N_z-\bar N_x=0.8957-0.0522=0.8435$, the coherent switching field is 570 mT and the coherent barrier 118 $k_BT$. The demagnetizing field is stronger at the centre of the disc than at its edge, so a slightly non-uniform tilt becomes unstable a little earlier, near 560 mT. This is the largest of the shifts in switching field worked out here: 53\% of the slab's value.

The outermost atomic planes lack neighbours on one side. Their site field is $-0.513M$, against $-0.667M$ in the middle, because the ripple of the missing planes is absent. Because the dipole kernel has zero trace and the planes have fourfold symmetry, a site field $\eta M$ for perpendicular magnetization becomes $-\tfrac12\eta M$ for magnetization in the plane. In the energy, $N_z-N_x$ is therefore replaced by $-\tfrac32$ times the average of $\eta$ over the eleven planes. This factor drops from 1 to 0.961, which raises the switching field by 49 mT. A complete plane gives no average field outside itself, so the field of a disc on its axis is minus \eqref{tail} with $P$ equal to the disc radius. Integrated over the thickness of an identical layer across a 1 nm spacer, this gives 49 mT on the axis at mid-height, along that layer's magnetization. Away from the axis the field at mid-height first rises, to about 91 mT near 0.87 of the radius, and then drops to about 25 mT at the edge. Its average over the disc, which is what shifts a coherent switching field, is about 69 mT.

Reversal may also proceed by a domain wall. With exchange stiffness $A_{\rm ex}=15$ pJ/m, the wall energy per area is
\begin{equation}
\int\!\left(A_{\rm ex}\theta'^2+K_{\rm eff}\sin^2\theta\right)dx
\ge2\sqrt{A_{\rm ex}K_{\rm eff}}\int_0^\pi\!\sin\theta\,d\theta
=4\sqrt{A_{\rm ex}K_{\rm eff}},
\end{equation}
since the two sides differ by the integral of a square, which the optimum profile makes zero. A straight wall across the diameter costs 88 $k_BT$ with the slab's $K_{\rm eff}$ and 109 $k_BT$ with the disc's. The latter lies below the coherent 118 $k_BT$, so coherent rotation is not a safe estimate of the barrier. The wall length $\sqrt{A_{\rm ex}/K_{\rm eff}}$ is 7 to 9 nm, not very small beside 40 nm, and the wall figure is itself rough: it omits the dipolar coupling between the two opposite domains and the cutting of the wall profile at the disc edge, both of which lower the energy. For a straight wall of the same profile with its width optimized, the cutting brings 109 down to about 101 $k_BT$ and the full dipolar energy to about 94 $k_BT$.

Finally, thermal spin waves reduce the magnetization. Each removes a moment $2\mu_B$ and has energy $2\mu_BB_{\rm sw}+(4\mu_BA_{\rm ex}/M)k^2$, with the slab's $B_{\rm sw}$ and standing modes $k_z=n\pi/t$ across the film. Summing their Bose occupations over $n$ and over the in-plane wavevectors gives a loss of about 6\% for a laterally infinite film, or roughly 80 mT in $\mu_0M$, if 1000 kA/m is the low-temperature value. The figure depends on the continuum dispersion: a nearest-neighbour model of the eleven atomic planes with the same bulk stiffness gives about 7.5\%. With the discrete modes of a free-edged element of the disc's area the loss is 7 to 8\%. Its effect on switching also depends on how $K_u$ changes with temperature, which the model does not contain.

These parameters are rough values in the regime of perpendicular free layers in spin-transfer memory cells, which are typically one to two nanometres thick and some tens of nanometres wide. Such cells break the assumption of infinite width, and for this example that moves the coherent switching field from 373 mT to 570 mT. The spherical value of 1630 mT describes no flat device: it is the answer for a sample whose outer surface is a sphere. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
LATTICE TESTS, tetragonal c/a = 1.3 (fields in units of M)
Lambda_zz from Ewald sum: 0.07518
site field, sphere R = 40 a: -0.2581
site field, infinite slab: -0.92481
slab minus sphere: -0.6667
absolute sum, gain R = 20 to 40 a: 0.5339 (law 0.5336)
slab minus sphere, interstitial point: -0.6667
cylinder R/h = 0.25: N from sum 0.0303, poles 0.0299
cylinder R/h = 1.0: N from sum 0.2930, poles 0.2929
cylinder R/h = 4.0: N from sum 0.7575, poles 0.7575
cylinder R/h = 4 less inner sphere, h = 11.05 a: -0.4264
cylinder R/h = 4 less inner sphere, h = 21.45 a: -0.4239
same region, continuum value: -0.4241
cell-averaged field, sphere: -0.3333
cell-averaged field, flat cylinder: -0.9028 (poles -0.9030)
k to 0 along M: -0.92482; k to 0 across M: 0.07518
slab with M in its plane, direct sum: 0.07520
antiferromagnet: sphere -0.9440, slab -0.9442
EXAMPLE: perpendicular memory layer, rough parameters
M = 1000 kA/m, mu0 M = 1257 mT
a = 0.29 nm, 11 layers, thickness 1.595 nm
moment per atom: 1.31 Bohr magnetons
diameter 40 nm, T = 350 K, exchange 15 pJ/m
interface anisotropy 1.3 mJ/m2, Ku = 815 kJ/m3
anisotropy field 2Ku/M: 1630 mT
sphere: macroscopic H = -333 kA/m, mu0 H = -419 mT
sphere: bcc site field = 0 kA/m
sphere: switching 1630 mT, barrier 338 kT
slab: macroscopic H = -1000 kA/m, mu0 H = -1257 mT
slab: bcc site field = -667 kA/m
slab: switching 373 mT, barrier 77 kT
NEGLECTED EFFECTS
finite disc: mean Nz = 0.8957
finite disc: switching 570 mT, barrier 118 kT
bcc film site field / M: surface -0.5130, middle -0.6667
bcc film shape factor Nz - Nx: 0.9614
surface layers raise switching by 49 mT
thermal loss of M: 6.2 %, 78 mT in mu0 M
stray field of layer 1 nm away: 49 mT
wall barrier, slab: 88 kT, wall length 9.0 nm
wall barrier, finite disc: 109 kT, wall length 7.3 nm
\end{verbatim}
